# Arrhenius parameters from activation enthalpy and entropy in ideal-gas reactions

## Result and definitions

Let $k(T)$ be the transition-state-theory rate constant of an elementary ideal-gas reaction with $n$ reactant molecules, $n=1$ or $2$; for $n=2$ the two reactants are different species. Define its Arrhenius parameters at temperature $T$ by

$$E_a=RT^2\frac{d\ln k}{dT},\qquad A=k\,e^{E_a/RT}. \tag{1}$$

For a unimolecular reaction,

$$E_a=\Delta H^\ddagger+RT,\qquad A=e\,\frac{k_BT}{h}\,e^{\Delta S^\ddagger/R}. \tag{2}$$

For a bimolecular reaction with $k$ in concentration units,

$$E_a=\Delta H^\ddagger+2RT,$$

$$A=e^2\frac{k_BT}{h}\frac{RT}{p^\circ}e^{\Delta S_p^\ddagger/R}
=e^2\frac{k_BT}{h}\frac{1}{c^\circ}e^{\Delta S_c^\ddagger/R}. \tag{3}$$

Here $\Delta H^\ddagger$ and $\Delta S^\ddagger$ are molar differences, transition state minus reactants, at temperature $T$. The transition state is counted without its motion along the reaction coordinate. The subscripts $p$ and $c$ say whether each species is at the standard pressure $p^\circ$ or the standard concentration $c^\circ$. The symbol $e$ in a prefactor is the base of natural logarithms.

Equation (1) describes the tangent to a plot of $\ln k$ against $1/T$. Since $d(1/T)=-dT/T^2$, the slope of that plot is $-E_a/R$. Both $E_a$ and $A$ may change with temperature.

## The rate as an equilibrium flux

Choose a surface that separates reactants from products. Let $s$ be the coordinate across it, $p_s$ the conjugate momentum and $m$ the associated mass. Four assumptions enter:

- the reactants have a thermal distribution over their states;
- at the surface, the energy separates into $p_s^2/2m$ and the energy of the remaining motions;
- motion along $s$ is classical;
- every system that crosses towards products has come from reactants and does not return.

For a unimolecular reaction the first assumption requires the high-pressure limit, in which collisions restore the thermal population faster than reaction depletes it.

Let $q_i$ be the partition function of one molecule of reactant $i$ in volume $V$, and $q^\ddagger$ that of the transition state without the motion along $s$. All are measured from the same zero of energy, so $q^\ddagger$ contains the Boltzmann factor of the barrier.

Take first $N$ molecules of a single reactant. The equilibrium number in the element $ds\,dp_s$ at the surface is

$$dN=N\,\frac{q^\ddagger}{q}\,e^{-p_s^2/2mk_BT}\,\frac{ds\,dp_s}{h}. \tag{4}$$

This is the canonical probability of the element times the number of molecules. Systems with velocity $p_s/m>0$ that cross during $dt$ lie within $ds=(p_s/m)\,dt$. The number crossing per unit time is therefore

$$N\frac{q^\ddagger}{q}\int_0^\infty\frac{p_s}{m}e^{-p_s^2/2mk_BT}\frac{dp_s}{h}. \tag{5}$$

Put $\varepsilon=p_s^2/2m$, so that $d\varepsilon=(p_s/m)\,dp_s$. The integral becomes

$$\frac1h\int_0^\infty e^{-\varepsilon/k_BT}\,d\varepsilon=\frac{k_BT}{h}. \tag{6}$$

The mass has cancelled: a heavier system crosses more slowly but has more momentum states available. Division by $N$ gives $k=(k_BT/h)\,q^\ddagger/q$.

For two different reactants there are $N_1N_2$ pairs, and $q$ is replaced by $q_1q_2$. The number of events per unit time and volume is

$$\frac{k_BT}{h}\frac{N_1N_2}{V}\frac{q^\ddagger}{q_1q_2}
=k_{\rm molec}\frac{N_1}{V}\frac{N_2}{V}. \tag{7}$$

Hence $k_{\rm molec}=(k_BT/h)\,Vq^\ddagger/(q_1q_2)$. In an ideal gas each partition function is proportional to $V$, so define $\phi=q/V$, which depends on temperature alone. Changing from molecules to moles multiplies a bimolecular rate constant by Avogadro's number $N_{\rm Av}$. Both cases are then contained in

$$k=\frac{k_BT}{h}\,N_{\rm Av}^{\,n-1}\frac{\phi^\ddagger}{\prod_{i=1}^{n}\phi_i}. \tag{8}$$

## From partition functions to activation quantities

For $N$ independent, indistinguishable molecules, the Helmholtz energy is $F=-k_BT\ln(q^N/N!)$. Stirling's approximation, $\ln N!\simeq N\ln N-N$, gives the chemical potential per molecule:

$$\left(\frac{\partial F}{\partial N}\right)_{T,V}=-k_BT\ln\frac qN. \tag{9}$$

With $q=V\phi$ and $V/N=k_BT/p$, the molar Gibbs energy at pressure $p$ is

$$G(T,p)=-RT\ln\!\left(\phi\,\frac{k_BT}{p}\right). \tag{10}$$

Setting $p=p^\circ$ and solving for $\phi$,

$$\phi=\frac{p^\circ}{k_BT}\,e^{-G^\circ/RT}. \tag{11}$$

The same relation defines $G^\circ$ for the transition state from $\phi^\ddagger$. This treats the transition state formally as an ideal-gas species with one degree of freedom missing.

Insert (11) in (8). There is one factor $p^\circ/k_BT$ in the numerator and $n$ in the denominator, which leaves $(k_BT/p^\circ)^{n-1}$. Combined with $N_{\rm Av}^{n-1}$ this is $(RT/p^\circ)^{n-1}$, because $R=N_{\rm Av}k_B$. Thus

$$k=\frac{k_BT}{h}\left(\frac{RT}{p^\circ}\right)^{n-1}e^{-\Delta G_p^\ddagger/RT},
\qquad \Delta G_p^\ddagger=\Delta H^\ddagger-T\Delta S_p^\ddagger. \tag{12}$$

For $n=2$ the factor $RT/p^\circ$ is a molar volume. It gives $k$ its unit of volume per mole and time, and it supplies an additional power of $T$.

## The activation energy

Take the logarithm of (12) and collect the terms that do not depend on temperature in a constant:

$$\ln k=\text{constant}+n\ln T-\frac{\Delta G_p^\ddagger}{RT}. \tag{13}$$

One $\ln T$ comes from $k_BT/h$ and $n-1$ come from the molar-volume factor.

At fixed pressure $dG/dT=-S$, so for each species

$$\frac{d}{dT}\left(\frac GT\right)=-\frac ST-\frac G{T^2}
=-\frac{TS+G}{T^2}=-\frac H{T^2}. \tag{14}$$

Subtracting the reactants from the transition state gives

$$\frac{d}{dT}\left(-\frac{\Delta G_p^\ddagger}{RT}\right)=\frac{\Delta H^\ddagger}{RT^2}. \tag{15}$$

This does not require a constant activation enthalpy or entropy. At fixed pressure $d\Delta H^\ddagger/dT=T\,d\Delta S_p^\ddagger/dT$, so the two contributions from their variation cancel.

Differentiating (13) therefore gives

$$\frac{d\ln k}{dT}=\frac nT+\frac{\Delta H^\ddagger}{RT^2}. \tag{16}$$

Multiplication by $RT^2$ yields

$$E_a=\Delta H^\ddagger+nRT. \tag{17}$$

These are the two activation energies in (2) and (3).

## The prefactor

Put (12) and (17) into $A=k\,e^{E_a/RT}$. The exponents combine as

$$\frac{\Delta S_p^\ddagger}{R}-\frac{\Delta H^\ddagger}{RT}
+\frac{\Delta H^\ddagger+nRT}{RT}
=\frac{\Delta S_p^\ddagger}{R}+n. \tag{18}$$

The enthalpy cancels, leaving

$$A=e^n\frac{k_BT}{h}\left(\frac{RT}{p^\circ}\right)^{n-1}e^{\Delta S_p^\ddagger/R}. \tag{19}$$

The factor $e^n$ compensates for the term $nRT$ in the exponent. The two must be used together. With $E_a=\Delta H^\ddagger+2RT$ but a single factor $e$, a bimolecular rate constant is too small by a factor $e$. With $E_a=\Delta H^\ddagger+RT$ and the factor $e^2$, it is too large by a factor $e$.

### Changing the standard state

A gas at concentration $c^\circ$ has pressure $c^\circ RT$. By (10), changing its pressure from $p^\circ$ to $c^\circ RT$ adds $RT\ln(c^\circ RT/p^\circ)$ to its molar Gibbs energy. The enthalpy does not change: applying (14) to (10) gives

$$H=RT^2\left(\frac{d\ln\phi}{dT}+\frac1T\right), \tag{20}$$

which contains no pressure. The entropy of each species consequently changes by $-R\ln(c^\circ RT/p^\circ)$. There is one transition state and there are $n$ reactants, so the difference changes by $1-n$ such terms:

$$\Delta S_c^\ddagger=\Delta S_p^\ddagger+(n-1)R\ln\frac{c^\circ RT}{p^\circ}. \tag{21}$$

Solving this for $\Delta S_p^\ddagger$ and inserting it in (19) cancels the factor $(RT/p^\circ)^{n-1}$ and leaves $(c^\circ)^{1-n}$:

$$A=e^n\frac{k_BT}{h}(c^\circ)^{1-n}e^{\Delta S_c^\ddagger/R}. \tag{22}$$

For $n=1$ the standard state drops out. For $n=2$ an activation entropy has no definite use until its standard state is given.

## The origin of each $RT$

One mole of an ideal-gas species has $H=U+RT$. With one transition state and $n$ reactants,

$$\Delta H^\ddagger=\Delta U^\ddagger+(1-n)RT. \tag{23}$$

Equation (17) then becomes, for both molecularities,

$$E_a=\Delta U^\ddagger+RT. \tag{24}$$

This $RT$ is the mean energy of the crossing motion. In (6), each interval $d\varepsilon$ contributes to the flux with weight $e^{-\varepsilon/k_BT}$, so the mean over crossing systems is

$$\langle\varepsilon\rangle=
\frac{\int_0^\infty\varepsilon\,e^{-\varepsilon/k_BT}d\varepsilon}
{\int_0^\infty e^{-\varepsilon/k_BT}d\varepsilon}=k_BT. \tag{25}$$

The remaining motions contribute $U^\ddagger$. The activation energy is thus the mean energy of systems that cross, minus the mean energy of the reactants. The second $RT$ in the bimolecular formula appears when $\Delta U^\ddagger$ is expressed through $\Delta H^\ddagger$: two moles of gas become one mole of transition state, and $pV$ falls by $RT$.

### Reading a plot of $\ln(k/T)$

Removing one factor of $T$ from $k$ lowers the slope energy by $RT$. For bimolecular data in concentration units, the local slope of $\ln(k/T)$ against $1/T$ is therefore

$$-\frac{E_a-RT}{R}=-\frac{\Delta U^\ddagger}{R}
=-\frac{\Delta H^\ddagger+RT}{R}. \tag{26}$$

The enthalpy is obtained by subtracting $RT$ from the slope energy. The intercept of the tangent also needs a correction. Inserting (17) and (22) with $n=2$ in $k=A\,e^{-E_a/RT}$ gives $k=(k_BT/hc^\circ)\,e^{\Delta S_c^\ddagger/R}e^{-\Delta H^\ddagger/RT}$. The tangent has slope $-\Delta U^\ddagger/R$, so its intercept at $1/T=0$ is

$$\ln\frac kT+\frac{\Delta U^\ddagger}{RT}
=\ln\frac{k_B}{hc^\circ}+\frac{\Delta S_c^\ddagger}{R}+1, \tag{27}$$

where the last term comes from $\Delta U^\ddagger-\Delta H^\ddagger=RT$. An entropy read from this intercept without the term $+1$ is too large by $R$. For $n=1$ neither correction arises.

## Worked examples at 500 K

Both models are classical and have round parameters. At this temperature $RT=4.157$ kJ/mol and $k_BT/h=1.0418\times10^{13}\ \mathrm{s^{-1}}$.

### Isomerization in a double well

A system with mass 20 u for each of two coordinates moves in

$$V(x,y)=\frac{E_0}{N_{\rm Av}}\left(1-\frac{x^2}{x_0^2}\right)^2+\frac12\kappa(x)y^2,$$

$$\kappa(x)=\kappa_w-(\kappa_w-\kappa_t)e^{-x^2/w^2}. \tag{28}$$

The barrier is $E_0=100$ kJ/mol, with $x_0=0.15$ nm and $w=0.10$ nm. The transverse stiffness is $\kappa_t=10$ N/m at the barrier and tends to $\kappa_w=40$ N/m far from it. Reactants occupy $x<0$, and the dividing surface is $x=0$. Translation and overall rotation are taken to be the same for reactant and transition state, so they cancel.

Ensemble averages give $\Delta H^\ddagger=95.790$ kJ/mol, and the phase-space entropies give $\Delta S^\ddagger=-6.757$ J/(mol K). The theorem predicts

$$E_a=95.790+4.157=99.947\ \text{kJ/mol}, \tag{29}$$

$$A=2.7183\,(1.04183\times10^{13})\,e^{-6.7566/8.3145}
=1.257\times10^{13}\ \mathrm{s^{-1}}. \tag{30}$$

The rate constant computed separately from the flux is $455.0\ \mathrm{s^{-1}}$. Its numerical slope gives the same $E_a$, and the rate and slope together give the same $A$, to the digits shown.

The activation energy lies 0.053 kJ/mol below the barrier. If the reactant well were quadratic in both coordinates, equipartition would give it a mean energy $2RT$. The transition state has energy $E_0+RT$, because its remaining coordinate $y$ is harmonic. Equation (24) would then give $E_a=E_0$. The actual well is not quadratic, and its mean energy exceeds $2RT$ by the missing 0.053 kJ/mol.

### Two particles with a threshold at contact

Two structureless particles of masses 20 u and 30 u have reduced mass $\mu=12$ u. They react if their kinetic energy along the line of centres exceeds $E_0=40$ kJ/mol at separation $d=0.35$ nm.

To apply transition-state theory, represent the threshold by a potential step of height $E_0$ at separation $d$, with the dividing surface just inside it. Only pairs with enough energy along the line of centres cross, and what remains of that energy after the step is the $\varepsilon$ of (6). The transition state has three translations and the two rotations of a rigid rotor with moment of inertia $\mu d^2$. Its molar enthalpy is $E_0+\frac32RT+RT+RT$, where the last term is $pV$. Each reactant has enthalpy $\frac32RT+RT$. Therefore

$$\Delta H^\ddagger=E_0+\tfrac72RT-5RT=E_0-\tfrac32RT
=33.764\ \text{kJ/mol}, \tag{31}$$

$$E_a=33.7642+8.3145=42.079\ \text{kJ/mol}. \tag{32}$$

The activation enthalpy is below the threshold because the reactants carry more thermal enthalpy than the transition state.

A collision calculation provides a separate route. Let $E$ be the relative kinetic energy of one pair, $b$ its impact parameter and $\epsilon_0=E_0/N_{\rm Av}$. Conservation of angular momentum puts $Eb^2/d^2$ into tangential motion at contact. Reaction requires $E(1-b^2/d^2)>\epsilon_0$, so for $E>\epsilon_0$ the cross section is

$$\sigma(E)=\pi b_{\max}^2=\pi d^2\left(1-\frac{\epsilon_0}{E}\right). \tag{33}$$

The relative kinetic energy has the Maxwell distribution $2\pi^{-1/2}(k_BT)^{-3/2}\sqrt{E}\,e^{-E/k_BT}dE$, and the relative speed is $v=\sqrt{2E/\mu}$. Averaging $v\sigma$ over this distribution gives

$$k_{\rm molec}=\sqrt{\frac{8k_BT}{\pi\mu}}\frac1{(k_BT)^2}
\int_{\epsilon_0}^{\infty}E\sigma(E)e^{-E/k_BT}dE. \tag{34}$$

Since $E\sigma=\pi d^2(E-\epsilon_0)$, the integral is $\pi d^2(k_BT)^2e^{-\epsilon_0/k_BT}$, and

$$k_{\rm molec}=\pi d^2\sqrt{\frac{8k_BT}{\pi\mu}}\,e^{-E_0/RT}. \tag{35}$$

The square root contributes $\frac12\ln T$ to $\ln k$, so (1) gives $E_a=E_0+\frac12RT=42.079$ kJ/mol, in agreement with (32).

For the prefactor, the ideal-gas entropies give $\Delta S_p^\ddagger=-75.6261$ J/(mol K) at $p^\circ=1$ bar and $\Delta S_c^\ddagger=-44.6345$ J/(mol K) at $c^\circ=1\ \mathrm{mol/dm^3}$. Their difference is $R\ln41.5723=30.9916$ J/(mol K), as (21) requires. The two forms of $A$, in $\mathrm{dm^3\,mol^{-1}\,s^{-1}}$, are

$$7.3891\,(1.0418\times10^{13})(41.572)\,e^{-75.626/8.3145}
=3.589\times10^{11}, \tag{36}$$

$$7.3891\,(1.0418\times10^{13})\,e^{-44.6345/8.3145}
=3.589\times10^{11}. \tag{37}$$

The collision rate constant, $1.443\times10^7\ \mathrm{dm^3\,mol^{-1}\,s^{-1}}$, and its slope give the same prefactor. The slope energy of $\ln(k/T)$ is 37.921 kJ/mol, which is $\Delta H^\ddagger+RT$, as in (26).

Keeping $E_a$ and $A$ fixed at their 500 K values predicts $7.794\times10^7\ \mathrm{dm^3\,mol^{-1}\,s^{-1}}$ at 600 K. The collision integral gives $7.855\times10^7$, so the tangent is low by 0.78% relative to that value. The terms in $E_0$ cancel in the comparison, leaving

$$\ln\frac{k_{\rm tangent}}{k}
=\frac12\left[1-\frac{500}{600}-\ln\frac{600}{500}\right]=-0.0078. \tag{38}$$

The local activation energy has meanwhile risen to 42.494 kJ/mol.

## Conditions for implementation

Evaluate $\Delta H^\ddagger$ and $\Delta S^\ddagger$ at the temperature at which $E_a$ and $A$ are wanted. A bare barrier height is not an activation enthalpy, as (31) shows. Leave the motion along the reaction coordinate out of the enthalpy and entropy of the transition state, since $k_BT/h$ already accounts for it there. The reactants keep all their motions.

If recrossing or tunnelling is represented by a transmission coefficient $\gamma(T)$ multiplying $k$, definition (1) adds $RT^2\,d\ln\gamma/dT$ to $E_a$. The prefactor is multiplied by

$$\gamma\exp\!\left(T\frac{d\ln\gamma}{dT}\right). \tag{39}$$

A constant $\gamma$ changes $A$ but not $E_a$.

The unit of the rate law also matters. If a bimolecular rate is written as $-dp_1/dt=k_{\rm press}\,p_1p_2$ at fixed temperature, substituting $p_i=c_iRT$ gives $k_{\rm press}=k/RT$. The additional factor $1/T$ lowers the activation energy by $RT$, to $\Delta H^\ddagger+RT$. The term $2RT$ belongs to rate constants in concentration units.

Outside the high-pressure limit a unimolecular reactant need not have a thermal population, and (4) no longer applies. In a dense gas or a solution, intermolecular forces invalidate the ideal-gas relations (10) and (23), so the bimolecular formulas cannot be carried over without a new derivation.

The numerical check checks the activation energies and prefactors of both models against rates obtained by numerical integration.

## Computed values

```
Temperature: 500 K
RT: 4.1572 kJ/mol; 2RT: 8.3145 kJ/mol
kB T/h: 1.04183e+13 s^-1
e: 2.7183; e squared: 7.3891
UNIMOLECULAR MODEL
Barrier: 100.0 kJ/mol
Mass for x and y: 20.0 u
Well position |x|: 0.15 nm
Stiffness parameters k_well, k_top: 40.0, 10.0 N/m
Stiffness width: 0.10 nm
Rate constant from flux: 4.54959e+02 s^-1
Activation enthalpy: 95.7899 kJ/mol
Activation entropy: -6.7566 J/(mol K)
Ea from slope: 99.9471 kJ/mol
Ea from enthalpy + RT: 99.9471 kJ/mol
A from rate and slope: 1.2565e+13 s^-1
A from entropy: 1.2565e+13 s^-1
BIMOLECULAR MODEL
Threshold: 40.0 kJ/mol
Masses: 20.0, 30.0 u
Reduced mass: 12.0 u
Contact distance: 0.35 nm
Standard pressure: 1.0 bar
Standard concentration: 1.0 mol/dm^3
RT/p0: 41.5723 dm^3/mol
Rate constant from collisions: 1.44254e+07 dm^3/(mol s)
Activation enthalpy: 33.7642 kJ/mol
Activation internal energy: 37.9214 kJ/mol
Activation entropy, pressure standard: -75.6261 J/(mol K)
Activation entropy, conc. standard: -44.6345 J/(mol K)
Entropy shift, conc. - pressure: 30.9916 J/(mol K)
Ea from slope: 42.0786 kJ/mol
Ea from enthalpy + 2RT: 42.0786 kJ/mol
A from rate and slope: 3.5889e+11 dm^3/(mol s)
A from pressure entropy: 3.5889e+11 dm^3/(mol s)
A from conc. entropy: 3.5889e+11 dm^3/(mol s)
Slope energy of ln K, fixed p0: 33.7642 kJ/mol
Slope energy of ln K, fixed c0: 37.9214 kJ/mol
Slope energy of ln(k/T): 37.9214 kJ/mol
New temperature: 600 K
Collision rate at new T: 7.85539e+07 dm^3/(mol s)
Tangent rate at new T: 7.79414e+07 dm^3/(mol s)
Tangent relative error: -0.780 %
Ea at new T: 42.4943 kJ/mol
```
